\section*{Oscillatory magnetostriction and the stress derivative of an extremal Fermi-surface area, part 2}

The problem is to obtain the stress derivative of an extremal Fermi-surface area $A$ from oscillations of strain and magnetic moment in a flux density $B$. SI units are used. The stress $\sigma$ is one component, positive in tension, with the others fixed; $\epsilon$ is its conjugate strain and $M$ the moment along $B$. Energies and moments are per undeformed volume, and a tilde marks the oscillating part. The orbit has frequency $F=\hbar A/(2\pi e)$ and oscillating energy $\tilde G=\sum_ra_r\cos\psi_r$, with $\psi_r=2\pi rF/B+\phi_r$ and constant $\phi_r$. Define
\begin{equation}
s=\frac{\partial\ln F}{\partial\sigma},\qquad \theta_r=\frac{2\pi rF}{B},\qquad
\alpha_r=\frac{\partial\ln a_r}{\partial\sigma},\qquad
\beta_r=\frac{\partial\ln a_r}{\partial\ln B}.
\end{equation}
The index is dropped for a single harmonic. Each harmonic gives
\begin{align}
\tilde\epsilon_r&=-\frac{\partial}{\partial\sigma}(a_r\cos\psi_r)
=a_r\left(\theta_rs\sin\psi_r-\alpha_r\cos\psi_r\right), \label{er}\\
\tilde M_rB&=-B\frac{\partial}{\partial B}(a_r\cos\psi_r)
=-a_r\left(\theta_r\sin\psi_r+\beta_r\cos\psi_r\right). \label{mr}
\end{align}
For slowly varying amplitudes the relation is $\tilde\epsilon=-\tilde MBs$, with $F$ taken at fixed electron number. Its remainder, and the relative size for one harmonic, are
\begin{equation}
\tilde\epsilon+\tilde MBs=-\sum_ra_r\left(\alpha_r+s\beta_r\right)\cos\psi_r , \label{rem}
\end{equation}
\begin{equation}
\rho_r=\frac{|\alpha_r+s\beta_r|}{\theta_r|s|}. \label{rho}
\end{equation}
An ellipsoidal pocket has cyclotron mass $m_c$, mass $m_z$ along $B$, Fermi energy $\mu$ above its band edge, level spacing $w=\hbar eB/m_c$, deformed-to-undeformed volume ratio $J$, and $C=\frac{2\sqrt2}{3\pi^2}\frac{m_c\sqrt{m_z}}{\hbar^3}$. At temperature $T$,
\begin{equation}
|a_r|\propto J\,m_c\sqrt{m_z}\left(\frac wr\right)^{5/2}\frac{X_r}{\sinh X_r},\qquad
X_r=\frac{2\pi^2rk_BT}{w}. \label{amp}
\end{equation}
Lemma 2 gives the oscillating grand potential at fixed $\mu$:
\begin{align}
\tilde\Omega&=\sum_{r\ge1}(-1)^r a_r^0\cos\left(\frac{2\pi rF}{B}-\frac\pi4\right),\nonumber\\
a_r^0&=\frac{3\sqrt\pi}{2}\,JC\left(\frac{w}{2\pi r}\right)^{5/2}\frac{X_r}{\sinh X_r},\qquad
X_r=\frac{2\pi^2rk_BT}{w}. \label{lk}
\end{align}
Lemma 3 gives the energy at fixed electron number, with $\mu_s$ the smooth neutral chemical potential and $D$ the total density of states:
\begin{equation}
\tilde G_{\rm el}=\tilde\Omega(\mu_s)+\frac{[\tilde\Omega'(\mu_s)]^2}{2D}+\cdots . \label{fixedN}
\end{equation}
Elastic relaxation at fixed stress adds $-Y\tilde\epsilon^2/2$, with $Y$ Young's modulus, if the oscillating stress is uniaxial along the measured axis; otherwise the correction is larger in size.

\subsection*{From two curves to an area derivative}

Let both curves be sampled over whole oscillation periods, with their smooth backgrounds removed. A least-squares line through the origin, with $x=-\tilde MB$ as abscissa, has the slope
\begin{equation}
s_{\rm fit}=\frac{\sum x\,\tilde\epsilon}{\sum x^2}. \label{fit}
\end{equation}
For one harmonic of constant amplitude, the averages of $\sin^2\psi$ and $\cos^2\psi$ are $1/2$ and the cross term averages to zero. Equations (\ref{er}) and (\ref{mr}) then give
\begin{equation}
s_{\rm fit}=\frac{\theta^2s-\alpha\beta}{\theta^2+\beta^2}
=s-\frac{\beta(\alpha+s\beta)}{\theta^2+\beta^2}. \label{bias}
\end{equation}
The error of the fit is second order in $1/\theta$, although the remainder at a given field is first order. At a general field the ratio $-\tilde\epsilon/(\tilde MB)$ has a first-order error, which the fit over whole periods removes. For one harmonic the ratio is exact where $\cos\psi=0$, and at other fields only if $\alpha+s\beta=0$.

The ratio of the two oscillation amplitudes gives $|s|$, and the relative phase supplies the sign. Both curves need absolute calibration, since a scale error in either passes directly into $s$.

A torque measurement records another quantity. If $\vartheta$ is the angle of the field, replacing $\sigma$ by $\vartheta$ in the proof gives $-\partial\tilde G/\partial\vartheta=B\tilde M_\perp=-\tilde MB\,\partial\ln F/\partial\vartheta$, where $\tilde M_\perp$ is the moment component across the field in the direction of increasing $\vartheta$. The torque per volume $\mathbf M\times\mathbf B$ on the sample has this size and, counted in the sense of increasing $\vartheta$, the opposite sign. The angular derivative of $F$ must be known before $\tilde M$ can be obtained from it. At a symmetry direction where this derivative vanishes, the conversion fails.

\subsection*{Worked example: a compensated semimetal}

The model has one electron pocket with $m_c=0.10\,m_e$ and $m_z=0.50\,m_e$. It is compensated by isotropic holes of mass $m_h=0.60\,m_e$, whose Landau levels are left out. The band overlap is $\Delta=150$ meV and the temperature is $4.2$ K. Under uniaxial tension $m_c$, $m_z$ and $\Delta$ rise by $5\%$, $2\%$ and $10\%$ per GPa, while $m_h$ stays fixed. Young's modulus is $60$ GPa and Poisson's ratio is $0.30$. These are round model inputs.

\paragraph{The Fermi surface.} The zero-field electron density is $JC\mu^{3/2}$. With $m_d=(m_c^2m_z)^{1/3}$, equality with the hole density gives
\begin{equation}
m_d\,\mu=m_h(\Delta-\mu),\qquad \mu=\frac{m_h\Delta}{m_d+m_h}. \label{neutral}
\end{equation}
The factor $J$ cancels. Here $m_d=(0.10^2\times0.50)^{1/3}m_e=0.171\,m_e$, so $\mu=0.60\times150/0.771=116.7$ meV. The level spacing at 8 T is $9.26$ meV, hence
\begin{equation}
F=B\frac{\mu}{w}=8\ \mathrm{T}\times\frac{116.73}{9.26}=100.8\ \mathrm{T}.
\end{equation}
The extremal area is $A=2\pi eF/\hbar=0.963$ nm$^{-2}$.

Since $F\propto m_c\mu$, equation (\ref{neutral}) yields
\begin{align}
s&=\frac{\partial\ln m_c}{\partial\sigma}+\frac{\partial\ln\Delta}{\partial\sigma}
-\frac{m_d}{m_d+m_h}\frac{\partial\ln m_d}{\partial\sigma}\nonumber\\
&=0.05+0.10-\frac{0.171}{0.771}\times\frac{2(0.05)+0.02}{3}
=0.1411\ \mathrm{GPa}^{-1}. \label{snum}
\end{align}

\paragraph{The two curves.} Synthetic curves were computed from explicit sums over Landau levels and $k_z$. Neutrality was solved at each field and stress, the known smooth energy was subtracted, and the free energy was differentiated numerically. The fields run over four periods between $6.09$ and $8$ T. The largest moment in the sampled curve is $\tilde M=124.9$ A/m at $7.504$ T, where $\tilde\epsilon=-1.333\times10^{-7}$. This strain is a length change of $0.13$ nm in a 1 mm sample. At that point
\begin{equation}
-\frac{\tilde\epsilon}{\tilde MB}=\frac{1.333\times10^{-7}}{124.86\times7.504\ \mathrm{Pa}}
=0.142\ \mathrm{GPa}^{-1}.
\end{equation}
The fit (\ref{fit}) to the whole record gives $0.1409$ GPa$^{-1}$. It differs by $0.2\%$ from the Fermi-surface value (\ref{snum}), which was not used in the fit. The area derivative obtained from the curves is
\begin{equation}
\frac{\partial A}{\partial\sigma}=0.9625\times0.1409=0.136\ \mathrm{nm^{-2}\,GPa^{-1}}.
\end{equation}

In a second run at 10 K over the same four periods, the root-mean-square moment falls from $67.5$ to $38.8$ A/m, but the fitted slope is $0.1408$ GPa$^{-1}$. Thermal damping changes both signals and leaves their ratio nearly unchanged, as the theorem requires.

With $\mu$ frozen at its unstressed value above the band edge, the curves give $0.04995$ GPa$^{-1}$. This is the $5\%$ per GPa of $m_c$ alone, as $F\propto m_c\mu$ predicts. A Fermi-surface calculation with this constraint would miss the neutral response by a factor of $2.8$ in this model. The factor depends on the energy zero to which the Fermi level is tied. Frozen relative to the hole edge, it gives $0.05+0.10\times150/116.7=0.179$ GPa$^{-1}$, which is too large instead of too small.

\paragraph{The size of the remainder.} Take the first harmonic at 7 T, where $w=8.10$ meV and $k_BT=0.362$ meV. Then $X_1=0.88$ and $X_1\coth X_1=1.25$. Differentiate (\ref{amp}), using $\partial\ln(X/\sinh X)/\partial\ln X=1-X\coth X$ and $X\propto m_c/B$:
\begin{align}
\beta_1&=\frac52+(X_1\coth X_1-1)=2.75,\\
\alpha_1&=\frac{1-2(0.30)}{60}+\frac{0.02}{2}-\frac32(0.05)-0.25(0.05)
=-0.071\ \mathrm{GPa}^{-1}.
\end{align}
The terms in $\alpha_1$ come in turn from $J$, from $\sqrt{m_z}$, from $m_cw^{5/2}\propto m_c^{-3/2}$ and from the thermal factor. With $\theta_1=2\pi(100.8)/7=90.5$, equation (\ref{rho}) gives
\begin{equation}
\rho_1=\frac{-0.071+0.1411\times2.75}{90.5\times0.1411}=0.025 .
\end{equation}
The computed ratio of root-mean-square remainder to root-mean-square strain is also $0.025$. Field by field, the remainder formula with twenty harmonics misses the computed remainder by $2.2\%$ of its root-mean-square value.

Equation (\ref{bias}) predicts a fit error near $-1\times10^{-4}$ GPa$^{-1}$, while the actual difference is $-2.4\times10^{-4}$ GPa$^{-1}$. The sign and the order of magnitude agree. Closer agreement cannot be expected, because (\ref{bias}) neglects the change of amplitude across the window and the higher harmonics. The change of amplitude enters at the same order in $1/\theta$ and depends on the phase at which the window starts. For this window the first harmonic with its varying amplitude gives $-1.9\times10^{-4}$ and twenty harmonics give $-2.4\times10^{-4}$ GPa$^{-1}$. Shifting the start by fractions of a period moves the error between about $-0.3\times10^{-4}$ and $-2.4\times10^{-4}$ GPa$^{-1}$.

\subsection*{Checks of the supporting lemmas}

At fixed $\mu$ and 4.2 K, the harmonic formula of Lemma 2 was compared with the explicit Landau sum over the same field window. The largest difference is $3\times10^{-5}$ of the largest oscillating energy.

The second-order energy of Lemma 3 is $1.7\%$ of the first-order energy in root mean square. The formula reproduces its directly computed value to better than $15\%$, again in root mean square. The shift of the chemical potential is at most $0.058$ meV on the 32 sampled fields and reaches about $0.07$ meV between them, which is small against the 8 T level spacing of $9.26$ meV.

The elastic correction is smaller still. For the peak strain, $Y\tilde\epsilon^2/2=5\times10^{-4}$ J/m$^3$, or $3/(1-2\times0.30)=7.5$ times this if the oscillating strain were isotropic, whereas the oscillating energy is about $|\tilde M|B^2/(2\pi F)=11$ J/m$^3$.

A nonparabolic pocket was tested with the dispersion $E(1+E/E_g)$ equal to the parabolic energy. The inputs were an edge mass of $0.03\,m_e$ rising by $5\%$ per GPa, a gap $E_g=100$ meV falling by $10\%$ per GPa, and $\mu=116.73$ meV held fixed. The frequency $F\propto m_c^{\rm edge}\mu(1+\mu/E_g)$ is then $65.6$ T, and
\begin{equation}
\frac{\partial\ln F}{\partial\sigma}=0.05+0.10\,\frac{\mu/E_g}{1+\mu/E_g}
=0.05+0.10\times\frac{1.167}{2.167}=0.1039\ \mathrm{GPa}^{-1}.
\end{equation}
The Landau-level curves return $0.1036$ GPa$^{-1}$. The relation thus survives a mass that is $3.3$ times larger at the Fermi level than at the band edge.

\subsection*{Effects left out of the example}

\paragraph{The sample's own field.} An interaction energy of order $\mu_0\tilde M^2/2$ adds a strain of order $\mu_0\tilde M\,\partial\tilde M/\partial\sigma$. Because $\tilde M$ depends mainly on $F/B$, $|\partial\tilde M/\partial\sigma|\simeq B|s|\,|\partial\tilde M/\partial B|$. The change of the strain waveform relative to $\tilde MBs$ is therefore of order $\mu_0|\partial\tilde M/\partial B|$, at most $0.003$ in the example. The same energy changes $-\tilde MBs$ by nearly the same amount, so the relation itself is disturbed only at the order $\mu_0\tilde M/B$, a few times $10^{-5}$ here. When this number approaches one, the waveform depends on sample shape and the analysis must use the internal field. The direct magnetic stress gives a strain near $\mu_0\tilde M^2/Y=3\times10^{-13}$, which is negligible here.

\paragraph{Scattering and spin.} An assumed Dingle temperature of 2 K multiplies the first harmonic at 8 T by $0.69$. Zeeman splitting with $g=2$ multiplies it by $\cos(\pi m_c/m_e)=0.95$. Both factors belong to the amplitude and cancel from the leading relation. Their stress dependence enters $\alpha_r$. Spin--orbit coupling can change $g$ and bring the spin factor close to zero, where the relation fails for that harmonic.

\paragraph{Breakdown.} For a gap of 100 meV, the rough breakdown field $B_0=m_cE_g^2/(\hbar e\mu)$ is about 70 T, uncertain by a factor of order one. The tunnelling probability $e^{-B_0/B}$ depends on it exponentially: at 8 T it is of order $10^{-4}$ for this $B_0$, but of order $10^{-2}$ for half of it. Smaller gaps can mix orbits, and the single-orbit form then no longer holds.

\subsection*{Comparison with antimony}

The frequency near 100 T and the mass near $0.1\,m_e$ lie in the rough range of antimony. Other features of the model do not. Antimony has several electron and hole pockets, and its carrier density, roughly $5\times10^{19}$ cm$^{-3}$, is about four times the model's $1.3\times10^{19}$ cm$^{-3}$. Its holes are also light, so the model's hole mass of $0.60\,m_e$ does not represent them. The chosen stress rates are not measured values for antimony.

The assumption broken most clearly is that of a single frequency. In the model the heavy holes would add a line at 172 T with only $1.3\%$ of the electron moment at 8 T. Light holes can give a comparable signal. Over a window long enough to make two signals orthogonal, (\ref{fit}) becomes
\begin{equation}
s_{\rm fit}=\frac{s_1\sum x_1^2+s_2\sum x_2^2}{\sum x_1^2+\sum x_2^2}.
\end{equation}
Two equally strong signals return the mean of their slopes. For the model's holes, $\Delta-\mu=m_d\Delta/(m_d+m_h)$ gives $s_2=0.10+0.04\times0.600/0.771=0.131$ GPa$^{-1}$. An equal mixture would then shift the result from $0.141$ to $0.136$ GPa$^{-1}$. If two equally strong signals had slopes of equal size and opposite sign, the fit would return zero. Each frequency must therefore be separated in both curves before the fit. Uniaxial stress can also make equivalent pockets unequal, and each then has its own area derivative.

The numerical output below lists the main computed values.

\section*{Numbers as computed}
\begin{verbatim}
Electron masses: cyclotron 0.10, along B 0.50 m_e
Hole mass: 0.60 m_e; band overlap: 150 meV
d ln(cyclotron mass)/d stress: 0.050 per GPa
d ln(mass along B)/d stress: 0.020 per GPa
d ln(overlap)/d stress: 0.100 per GPa
Young modulus: 60 GPa; Poisson ratio: 0.30
Temperature: 4.2 K
Field window: 6.088 to 8.000 T
Electron Fermi energy: 116.73 meV
Electron density: 1.281e+19 cm^-3
Frequency F: 100.83 T
Extremal area: 0.9625 nm^-2
Largest |M_osc|: 124.86 A/m at 7.504 T
M_osc there: 124.86 A/m
Strain there: -1.333e-07
-strain/(M B) there: 0.1423 per GPa
Largest |strain_osc|: 1.333e-07
d lnF/d stress, Fermi surface: 0.14113 per GPa
d lnF/d stress, from curves: 0.14089 per GPa
Same from curves at 10 K: 0.14076 per GPa
rms M_osc at the two temperatures: 67.47, 38.83 A/m
Slope with Fermi energy frozen: 0.04995 per GPa
dA/d stress from curves: 0.13561 nm^-2 per GPa
Harmonic formula, largest relative error: 3.1e-05
Remainder/strain, rms ratio: 0.0251
Remainder formula, relative rms error: 0.0221
Second-order energy/first-order, rms ratio: 0.0173
Largest chemical-potential shift: 0.0583 meV
Landau spacing at 8 T: 9.26 meV
Nonparabolic test: F = 65.56 T, gap = 100 meV
Nonparabolic slope, Fermi surface: 0.10386 per GPa
Nonparabolic slope, from curves: 0.10358 per GPa
Fermi-level/band-edge mass, two-band: 3.33
Magnetic interaction mu0|dM/dB|: 2.78e-03
Hole frequency: 172.4 T
Hole/electron M amplitude at 8 T: 0.0127
Spin factor for g = 2: 0.951
Scattering factor, Dingle 2 K, 8 T: 0.693
Breakdown field, rough: 74 T
Breakdown probability at 8 T: 9.6e-05
Thermal/Fermi energy: 3.10e-03
Shape-effect strain mu0 M^2/Young: 3.3e-13
\end{verbatim}
